\section*{Phase-Averaged Airy Reflectance and the Incoherent Sum of Intensities, part 2}

A plane-parallel transparent plate in air, of thickness $d$ and real index $n$, reflects beams that interfere. We ask how far an average over a finite passband departs from the full-cycle average, and apply the results to graphene on a silica wafer.

Fields vary as $e^{-i\omega t}$. The round-trip phase is $\delta=4\pi nd\cos\theta/\lambda$, with $\theta$ the internal angle and $\lambda$ the vacuum wavelength. Each medium has a dimensionless admittance $Y$ ($Y_0$ for air, $Y_1$ for the plate), equal to $n$ at normal incidence. At angle $\theta$ in the medium,
\begin{equation}
Y=n\cos\theta\ \ (\text{s light}),\qquad Y=\frac{n}{\cos\theta}\ \ (\text{p light}).
\label{eq:admittance}
\end{equation}
A thin sheet of conductance $\sigma$ on a face enters through $s=Z_0\sigma$, where $Z_0$ is the impedance of free space; a bare face has $s=0$. For light going from medium $i$ to $j$, the face has amplitude coefficients
\begin{equation}
r=\frac{Y_i-Y_j-s}{Y_i+Y_j+s},\qquad
t=1+r=\frac{2Y_i}{Y_i+Y_j+s}.
\label{eq:face}
\end{equation}
and powers $R=|r|^2$, $T=(Y_j/Y_i)|t|^2$. Subscripts $f$ and $b$ denote the front face lit from outside and the rear face lit from inside; a prime means the front face lit from inside.

With $r(\delta)$ the total reflected amplitude, the full-cycle averages are
\begin{equation}
\langle R\rangle\equiv\frac{1}{2\pi}\int_0^{2\pi}|r(\delta)|^2\,d\delta
= R_f+\frac{T_fT_f'R_b}{1-R_f'R_b}.
\label{eq:main}
\end{equation}
\begin{equation}
\langle T\rangle=|t_ft_b|^2\sum_{m=0}^{\infty}|q|^{2m}=\frac{T_fT_b}{1-R_f'R_b}.
\label{eq:T}
\end{equation}
If a fraction $a$ of the power survives each pass through a weakly absorbing plate,
\begin{equation}
\langle R\rangle=R_f+\frac{a^2T_fT_f'R_b}{1-a^2R_f'R_b}.
\label{eq:loss}
\end{equation}
For a bare plate with face reflectance $R_1$,
\begin{equation}
\langle R\rangle=\frac{2R_1}{1+R_1}.
\label{eq:bare}
\end{equation}
Its coherent reflectance runs from 0 to $4R_1/(1+R_1)^2$.

With $B=t_ft_f'r_b$ and $q=r_f'r_b$, the $k$th harmonic of $|r(\delta)|^2$ has coefficient
\begin{equation}
c_k=q^{k-1}\left[Br_f^*+\frac{|B|^2q}{1-|q|^2}\right].
\label{eq:ck}
\end{equation}
An average with uniform weight in phase over $M$ fringes centred at $\delta_0$ departs from $\langle R\rangle$ by
\begin{equation}
\Delta R=2\,\mathrm{Re}\sum_{k=1}^{\infty}c_ke^{ik\delta_0}\,\frac{\sin(\pi kM)}{\pi kM}.
\label{eq:window}
\end{equation}
This vanishes for whole $M\ge1$.

\subsection{From wavelength to phase}

A detector that responds slowly compared with the beats between optical frequencies adds the powers at different wavelengths. A passband of width $w$ centred at $\lambda_0$ therefore averages $|r|^2$ over a range of $\delta$. Let the index vary linearly over the band, $n(\lambda)=n_0+n_1(\lambda-\lambda_0)$. At normal incidence
\begin{equation}
\delta=\frac{4\pi d}{\lambda}\left[n_0+n_1(\lambda-\lambda_0)\right]
=4\pi d\left[\frac{n_g}{\lambda}+n_1\right],\qquad n_g=n_0-n_1\lambda_0 .
\label{eq:ng}
\end{equation}
The number of fringes in the band is set by the group index $n_g$. It is the difference of $\delta/2\pi$ between the band edges,
\begin{equation}
M=2dn_g\left[\frac1{\lambda_0-w/2}-\frac1{\lambda_0+w/2}\right]\approx\frac{w}{\Lambda},\qquad
\Lambda=\frac{\lambda_0^2}{2n_gd},
\label{eq:M}
\end{equation}
where $w^2/4$ has been dropped beside $\lambda_0^2$, and $\Lambda$ is the fringe spacing in wavelength.

Uniform weight in wavelength is not quite uniform weight in phase. From \eqref{eq:ng}, $|d\lambda/d\delta|\propto\lambda^2$. Let $u=(\delta-\delta_0)/(\pi M)$ run from $-1$ to 1 across the band. To first order $\lambda=\lambda_0-wu/2$, so the weight in phase is proportional to $1-(w/\lambda_0)u$. For whole $M$ the second term gives the first harmonic a factor of modulus
\begin{equation}
\frac{w}{\lambda_0}\left|\frac12\int_{-1}^{1}u\,e^{i\pi Mu}\,du\right|=\frac{w}{\lambda_0}\,\frac1{\pi M}.
\label{eq:weight}
\end{equation}
A small remainder thus survives even when the band holds whole fringes.

\subsection{Graphene on either face}

Take a fused-silica wafer of thickness $500\ \mu\mathrm m$ at normal incidence and $\lambda_0=1550$ nm. The index $1.444$ and its slope $-1.2\times10^{-5}\ \mathrm{nm}^{-1}$ are rough typical values. Graphene is modelled as a sheet with the universal interband conductance of massless Dirac electrons, $\sigma_0=e^2/4\hbar$, which is an input here. It neglects the curvature of the bands away from the Dirac point. A nearest-neighbour tight-binding band with hopping 2.7 to 3.0 eV gives a conductance larger by 0.8 to $1.0\,\%$ at this wavelength, which would raise $\langle R\rangle$ for graphene on the lit face by about $1.5\times10^{-5}$. The last digit of the values below therefore belongs to the model. With $Z_0=1/(\varepsilon_0c)$,
\begin{equation}
s=\frac{e^2}{4\hbar\varepsilon_0c}=\pi\,\frac{e^2}{4\pi\varepsilon_0\hbar c}=\pi\alpha=0.022925,
\end{equation}
where $\alpha$ is the fine-structure constant.

A bare face has $R_1=(0.444/2.444)^2=0.0330$, and \eqref{eq:bare} gives $\langle R\rangle=0.0660/1.0330=0.0639$. The coherent reflectance runs from 0 to 0.1237. The midpoint of these extremes is 0.0619, below the average by the factor $1+R_1$.

With graphene on the lit face, the common denominator in \eqref{eq:face} is $1+1.444+0.0229=2.4669$, and
\begin{align}
R_f&=\left(\frac{0.444+0.0229}{2.4669}\right)^2=0.03582,\nonumber\\
R_f'&=\left(\frac{0.444-0.0229}{2.4669}\right)^2=0.02913,\\
T_f&=T_f'=\frac{4(1.444)}{2.4669^2}=0.94911.\nonumber
\end{align}
The first echo from the rear carries $T_fT_f'R_1=0.02973$, and all later echoes together carry $0.00003$. The sum is $\langle R\rangle=0.06558$.

With graphene on the rear face instead, and all else unchanged, the front is bare and the rear reflectance from inside is the value $0.02913$ found above:
\begin{equation}
\langle R\rangle=0.03300+\frac{(0.96700)^2(0.02913)}{1-(0.03300)(0.02913)}=0.06027 .
\end{equation}

Relative to the bare wafer, graphene on the lit face raises the averaged reflectance by 0.00168, or $2.6\,\%$. On the rear face it lowers it by 0.00363, or $5.7\,\%$. The signs follow from \eqref{eq:face}. Seen from air, the sheet adds to the index step, $n-1+s$; seen from silica, it subtracts, $n-1-s$. On the lit face the gain in $R_f$ is 0.00282, but the rear echoes must cross the sheet twice and lose 0.00114, which leaves 0.00168.

The averaged transmittance is 0.91867 in both placements, against 0.93610 for the bare wafer. Equation \eqref{eq:T} shows why: exchanging the faces exchanges the factors in its numerator and in its denominator. The absorbed fraction $1-\langle R\rangle-\langle T\rangle$ therefore has to differ, and it is 0.01575 for the lit face and 0.02106 for the rear face. A sheet absorbs the power $\mathrm{Re}(s)|t|^2/Y_i$ per unit incident power. With $t$ from \eqref{eq:face} this equals $4Y_i\,\mathrm{Re}(s)/|Y_i+Y_j+s|^2$, which is larger by the factor $n$ for light arriving from silica.

\subsection{The passband ripple}

The slope of the index gives $n_g=1.444+0.0186=1.4626$. The fringe spacing is
\begin{equation}
\Lambda=\frac{(1550\ \mathrm{nm})^2}{2(1.4626)(5\times10^5\ \mathrm{nm})}=1.643\ \mathrm{nm}.
\end{equation}
A passband of 8 nm holds $M=4.870$ fringes. With graphene on the lit face, $c_1=-0.0317$ from \eqref{eq:ck}. The first harmonic in \eqref{eq:window} then has amplitude
\begin{equation}
2|c_1|\,\frac{|\sin(4.870\pi)|}{4.870\pi}=0.0634\times\frac{0.397}{15.30}=0.00165 .
\end{equation}
Its sign and size depend on the phase $\delta_0$ at the centre of the band. This phase is unknown unless the thickness is known to a small part of $\lambda_0/2n=537$ nm. The largest departure was found numerically by averaging the coherent reflectance over 2000 equally spaced wavelengths in the band, for 48 thicknesses that span one fringe about the nominal value. The result is 0.0017. It exceeds the first-harmonic amplitude slightly, mainly because the second harmonic adds about 0.00005 at the largest excursion.

This ripple is as large as the change of 0.00168 that graphene on the lit face produces. If the reading is compared with the full-cycle value of the bare wafer, an average over almost five fringes can therefore nearly hide the signal or double it, although it removes most of the coherent swing of 0.127. If instead the bare wafer is read with the same band at the same thickness, its ripple has nearly the same size and phase, and most of it cancels in the difference.

A band of five whole fringes is 8.213 nm wide. The same numerical scan gives a largest departure of $4\times10^{-5}$, about $2\,\%$ of the signal. Two effects of this order remain. By \eqref{eq:weight}, the unequal weight in phase leaves $0.0634\,(8.213/1550)/(5\pi)\approx2\times10^{-5}$. The scan itself changes the thickness by up to $0.05\,\%$ and so moves $M$ away from 5 by up to 0.0027, which leaves about $3\times10^{-5}$. How the two combine depends on the phase at the nominal thickness; as that phase is varied, the largest departure of the scan ranges from $2\times10^{-5}$ to $4\times10^{-5}$.

The choice of a whole number of fringes presumes a passband with uniform weight and sharp edges, which a real filter only approximates. It also requires the mean thickness to be known well. If the wafer is $1\,\%$ thicker than assumed, $M$ is 5.05, and \eqref{eq:window} gives a first-harmonic amplitude of $0.0634\sin(0.05\pi)/(5.05\pi)\approx0.0006$, more than a third of the signal. Recording a spectrum that resolves the fringes avoids this demand, since the limits of the average can then be set on the observed fringes. A wedge also helps: if the thickness varies linearly by 537 nm along one side of a uniformly lit rectangular spot and the detector collects all the light, the spot itself supplies one full cycle.

\subsection{Other neglected effects}

\paragraph{Absorption in the wafer.} Take an absorption coefficient of $0.01\ \mathrm{cm}^{-1}$ as a rough, cautious upper value. One pass through 0.05 cm leaves $a=e^{-0.0005}$. Equation \eqref{eq:loss} then lowers $\langle R\rangle$ by $3\times10^{-5}$.

\paragraph{Angle of incidence.} At $5^\circ$ in air the averaged reflectance of s light rises by $6.6\times10^{-4}$, from \eqref{eq:admittance} and \eqref{eq:main}. For unpolarized light the rise is $1.4\times10^{-6}$. The near-cancellation has a simple origin. The face coefficients depend on $Y_1/Y_0$ and $s/Y_0$. If $\theta_0$ is the angle in air and $\theta$ that in silica, s light multiplies the normal-incidence values of these ratios by $\cos\theta/\cos\theta_0$ and $1/\cos\theta_0$, and p light divides them by the same factors. The logarithms of the factors are of order $\theta_0^2$ and opposite for the two polarizations, so the mean changes first at order $\theta_0^4$. With polarized light, the bare and covered wafers should be compared at the same angle, because the shift for s light is about $40\,\%$ of the signal.

\paragraph{Doping and temperature of graphene.} Let the Fermi level lie $E_F=0.2$ eV from the Dirac point, at 300 K, with a damping energy $\Gamma=0.01$ eV; $E_F$ and $\Gamma$ are rough values. The photon energy is $\hbar\omega=0.80$ eV. The conductance becomes
\begin{equation}
\frac{\sigma}{\sigma_0}=f\!\left(-\tfrac{\hbar\omega}2\right)-f\!\left(\tfrac{\hbar\omega}2\right)
-\frac i\pi\ln\frac{\hbar\omega+2E_F}{\hbar\omega-2E_F}
+\frac{4E_F}{\pi}\,\frac{i}{\hbar\omega+i\Gamma}.
\label{eq:doped}
\end{equation}
The Fermi function $f$ appears because absorption lifts an electron from $-\hbar\omega/2$ to $\hbar\omega/2$ and needs a filled initial and an empty final state. Stimulated emission goes the opposite way and is subtracted, which leaves $f_-(1-f_+)-f_+(1-f_-)=f_--f_+$ with $f_\pm=f(\pm\hbar\omega/2)$. The logarithm is the reactive part that causality attaches to this absorption. For $e^{-i\omega t}$ the Kramers--Kronig relation is
\begin{equation}
\mathrm{Im}\,\sigma(\omega)=-\frac{2\omega}\pi\,\mathrm P\!\!\int_0^\infty\frac{\mathrm{Re}\,\sigma(\omega')}{\omega'^2-\omega^2}\,d\omega',
\end{equation}
and it is applied to a step of height $\sigma_0$ that starts at $\hbar\omega'=2E_F$, with thermal rounding neglected. The last term is the free-carrier response. Transport with a single relaxation rate gives $\tfrac12e^2v^2g(E_F)\,i/(\omega+i\Gamma/\hbar)$, where $v$ is the Dirac velocity and $g(E_F)=2E_F/(\pi\hbar^2v^2)$ is the density of states with spin and valley included. Division by $e^2/4\hbar$ yields the term in \eqref{eq:doped}.

For the stated values $\sigma/\sigma_0=1.004-0.03i$. Thermal rounding of the step, left out of the logarithm, would change the imaginary part by about $-0.01$, with no visible effect on the reflectance shift given next. The reactive parts of the logarithmic and free-carrier terms nearly cancel, and $\langle R\rangle$ rises by $6\times10^{-6}$, about $0.4\,\%$ of the signal. The sign of this shift is not secure, because \eqref{eq:doped} damps the free-carrier term only. If $\hbar\omega$ is replaced by $\hbar\omega+i\Gamma$ in the interband term as well, the broadened step lowers the real part of $\sigma/\sigma_0$ to 0.998, and $\langle R\rangle$ falls by $4\times10^{-6}$ instead. What holds in both cases is a shift below $10^{-5}$. These numbers belong to $E_F=0.2$ eV, well below $\hbar\omega/2=0.40$ eV. When $E_F$ equals $\hbar\omega/2$, the interband absorption has fallen to about half its full value, and when $E_F$ lies several $k_BT$ higher, it is almost completely blocked. With electron doping the final states are then filled; with hole doping the initial states are empty.

\subsection{The model beside a real measurement}

A real graphene film may have folds, second-layer patches, residues and adsorbed water, none of which the model contains. A rear face that is rough, or that rests on a holder, changes $R_b$ and the echo of 0.030 that depends on it. Among the effects sized here, the largest comes from the assumption of a uniform full-cycle average. With the 8 nm band it can move the reflectance by 0.0017, about $2.6\,\%$ of its value and the whole of the signal from graphene on the lit face. The loss, doping and unpolarized-angle corrections are each at most $3\times10^{-5}$ for the stated inputs.

All numerical values are calculated from the stated model.
